# Choosing the field strength for a finite-field molecular dipole

A model molecule has a dipole of 0.0400000 e nm. Computed from its energies in fields of plus and minus 2 V/nm, the dipole comes out as 0.0400307 e nm. In fields twice as strong it comes out worse, as 0.0401228 e nm. Yet four times the first value minus the second, divided by three, gives 0.0400000 e nm, with an error below one part in a million. The poorer value carries the information needed to correct the better one. This guide explains why, and what follows for the field strength that an electronic-structure program asks for.

## What the setting controls

The program adds a uniform field $F$ along $z$ to the Hamiltonian and returns the ground-state energy $E(F)$. The user chooses $F$. Energies are in eV and fields in V/nm, so an energy divided by a field is a dipole in e nm. One atomic unit of field is about 514 V/nm.

The molecule is neutral, its nuclei are clamped, and its ground state is non-degenerate. The Hamiltonian is $H(F)=H_0-FM$, where $M$ is the $z$ component of the dipole operator, nuclear charges included. For a normalized eigenstate $\psi$,

$$\frac{dE}{dF}=\Big\langle\psi\Big|\frac{dH}{dF}\Big|\psi\Big\rangle+E\,\frac{d}{dF}\langle\psi|\psi\rangle=-\langle\psi|M|\psi\rangle .$$

The middle term collects the changes of $\psi$ and vanishes because the norm stays 1. Hence the dipole at zero field is $\mu=-dE/dF$ at $F=0$. The same holds for an approximate energy that is stationary in all its wavefunction parameters, in a basis that does not depend on the field. Without stationarity the energy derivative and the expectation value can differ, and the finite-field method gives the derivative.

Neutrality matters because moving the origin by $a$ along $z$ changes the dipole of a molecule of net charge $Q$ by $Qa$ in magnitude. For an ion the origin must be stated.

## Why the error is quadratic in the field

Near $F=0$ the energy is taken to be smooth and is written as a Taylor series with factorials:

$$E(F)=E_0-\mu F-\frac{\alpha F^2}{2}-\frac{\beta F^3}{6}-\frac{\gamma F^4}{24}-\frac{\delta F^5}{120}-\dots$$

Here $\alpha$ is the polarizability, and $\beta$, $\gamma$ and $\delta$ are successive hyperpolarizabilities, all for components along $z$. If a program defines $\beta$ without the factor $1/6$, the prefactors below change accordingly.

Reversing the field changes the sign of the odd terms. In the difference the even terms cancel and the odd ones double:

$$E(F)-E(-F)=-2\mu F-\frac{\beta F^3}{3}-\frac{\delta F^5}{60}-\dots$$

Division by $-2F$ gives the central-difference dipole

$$D(F)=-\frac{E(F)-E(-F)}{2F}=\mu+\frac{\beta F^2}{6}+\frac{\delta F^4}{120}+O(F^6).$$

The polarizability has dropped out, although it is the largest response to the field. A one-sided difference, $-[E(F)-E_0]/F$, would keep the error $\alpha F/2$. The leading error of $D$ is $\beta F^2/6$, provided $\beta\neq0$.

## How the doubled field removes it

At field $2F$ the quadratic error is multiplied by 4 and the quartic one by 16:

$$D(2F)=\mu+\frac{4\beta F^2}{6}+\frac{16\,\delta F^4}{120}+O(F^6).$$

Form $aD(F)+bD(2F)$. To keep $\mu$ we need $a+b=1$; to cancel $\beta$ we need $a+4b=0$. Subtracting the first condition from the second gives $3b=-1$, so $b=-1/3$ and $a=4/3$. The Richardson value is

$$R(F)=\frac{4D(F)-D(2F)}{3}.$$

Its quartic error is

$$\frac{4-16}{3}\,\frac{\delta F^4}{120}=-\frac{\delta F^4}{30}.$$

Thus $R(F)=\mu-\delta F^4/30+O(F^6)$. The coefficient of $\delta$ is four times larger than in $D(F)$, and of opposite sign: this is the price of using the stronger field. Inserting the energies, with $D(2F)$ having the denominator $4F$, gives

$$R(F)=-\frac{8[E(F)-E(-F)]-[E(2F)-E(-2F)]}{12F}.$$

The same data also estimate $\beta$. Since $D(2F)-D(F)=\beta F^2/2$ to leading order,

$$\beta\approx\frac{2[D(2F)-D(F)]}{F^2}.$$

## A molecule that can be solved by hand

Let a covalent state have energy 0 and dipole 0, and an ionic state energy $\Delta$ and dipole $d$. A coupling $-t$ mixes them. In the field the ionic energy becomes $x=\Delta-dF$, and the lower eigenvalue of the two-by-two matrix is

$$E=\frac{x-s}{2},\qquad s=\sqrt{x^2+c},\qquad c=4t^2 .$$

With $ds/dx=x/s$, repeated differentiation gives

$$E_x=\frac12\Big(1-\frac{x}{s}\Big),\quad E_{xx}=-\frac{c}{2s^3},\quad E_{xxx}=\frac{3cx}{2s^5},$$

$$E_{4x}=\frac{3c}{2}\Big(\frac1{s^5}-\frac{5x^2}{s^7}\Big)=\frac{3c\,(c-4x^2)}{2s^7}.$$

For the fifth derivative, the numerator contributes $-8x/s^7$ and the denominator $-7x(c-4x^2)/s^9$. Using $s^2=x^2+c$ to combine them,

$$E_{5x}=\frac{3cx}{2s^9}\big[-8(x^2+c)-7c+28x^2\big]=\frac{15cx\,(4x^2-3c)}{2s^9}.$$

Each derivative with respect to $F$ brings a factor $-d$, and the Taylor convention brings one more minus sign. Therefore $\mu=dE_x$, $\alpha=-d^2E_{xx}$, $\beta=d^3E_{xxx}$ and $\delta=d^5E_{5x}$, taken at $x=\Delta$. With $G=\sqrt{\Delta^2+4t^2}$,

$$\mu=\frac d2\Big(1-\frac\Delta G\Big),\qquad \alpha=\frac{2t^2d^2}{G^3},$$

$$\beta=\frac{6t^2\Delta d^3}{G^5},\qquad \delta=\frac{120\,t^2\Delta(\Delta^2-3t^2)d^5}{G^9}.$$

To see what sets the relative error, divide $\beta F^2/6$ by $\mu=d(G-\Delta)/(2G)$ and use $4t^2=(G-\Delta)(G+\Delta)$:

$$\frac{\beta F^2}{6\mu}=\frac{2t^2\Delta\,d^2F^2}{G^4(G-\Delta)}=\frac{\Delta(G+\Delta)}{2G^2}\Big(\frac{dF}{G}\Big)^2 .$$

In this model the error is governed by the square of the field energy $dF$ over the level splitting $G$. For weak coupling, $t\ll\Delta$, we have $G\to\Delta$ and the prefactor tends to 1. At a fixed ratio of $\Delta$ to $t$, a smaller splitting therefore calls for a smaller field. Lowering $\Delta$ alone need not: with $t=4$ eV and $d=0.2$ e nm, going from $\Delta=6$ to 3 eV reduces the relative error at 2 V/nm from 0.077% to 0.052%, because the prefactor falls too.

Two special cases show the limits of the general rule. If $\Delta=0$, then $s$ is even in $F$ and the odd part of the energy is just $-dF/2$; $D(F)=d/2$ has no field error at all. If $\Delta^2=3t^2$, then $\delta=0$ and the error of $R$ begins at a higher order.

## The numbers

Take $\Delta=6$ eV, $t=4$ eV and $d=0.2$ e nm. Then $G=\sqrt{36+64}=10$ eV, and

$$\mu=0.1\,(1-0.6)=0.04\ \text{e nm},$$

which is 1.921 D. The hyperpolarizability is $\beta=6\cdot16\cdot6\cdot0.008/10^5=4.608\times10^{-5}$ e nm³/V², and $\delta=-4.424\times10^{-8}$ e nm⁵/V⁴.

For $F=2$ V/nm the energies are $-2.082622246$ and $-1.922499390$ eV at $+F$ and $-F$, and $-2.170744177$ and $-1.849761899$ eV at $+2F$ and $-2F$. Hence

$$D(F)=\frac{0.160122856}{4}=0.04003071\ \text{e nm},$$

$$D(2F)=\frac{0.320982277}{8}=0.04012278\ \text{e nm},$$

$$R(F)=\frac{0.16012286-0.04012278}{3}=0.0400000\ \text{e nm}.$$

The error of $D(F)$ is $3.071\times10^{-5}$ e nm, or 0.077% of the dipole; $\beta F^2/6$ predicts $3.072\times10^{-5}$. With the unrounded energies the error of $R(F)$ is $2.389\times10^{-8}$ e nm, against a predicted $2.359\times10^{-8}$. It is positive because $\delta$ is negative. The extrapolation has reduced the error about 1290 times.

Halving $F$ reduces the error of $D$ by 3.999 and that of $R$ by 16.15. The excess over 16 comes from the next Taylor term. At 2 V/nm that term adds 1.27% to the quartic error of $R$, and all higher terms together add 1.26%; at 1 V/nm they add about a quarter of this, 0.32%. The ratio is then $16\times1.0126/1.0032=16.15$.

The error laws do not rest on having two states. They were tested on a six-state matrix with levels at 0, 5, 7, 9, 12 and 15 eV and dipole elements $0.1/(1+|i-j|)$ e nm, plus $0.03\,i$ e nm on the diagonal, with $i,j=0,\dots,5$. At $F=0.5$ V/nm the errors of $D$ and $R$ were 1.0001 and 0.9997 times their leading terms.

## Why a very small field is a poor choice

A program's energies carry noise, for example from incomplete self-consistency. Let each energy be uncertain by at most $\varepsilon$. The bounds below allow for any combination of signs. Errors of equal sign, which incomplete self-consistency gives in a variational method, partly cancel in the differences. The worst error of $D$ is $2\varepsilon/(2F)=\varepsilon/F$. For $R$ the absolute weights add to $8+8+1+1=18$, so its worst error is $18\varepsilon/(12F)=3\varepsilon/(2F)$.

Adding noise and leading field error gives the bounds

$$B_D=\frac{\varepsilon}{F}+\frac{|\beta|F^2}{6},\qquad B_R=\frac{3\varepsilon}{2F}+\frac{|\delta|F^4}{30}.$$

Setting the derivatives to zero, $-\varepsilon/F^2+|\beta|F/3=0$ and $-3\varepsilon/(2F^2)+2|\delta|F^3/15=0$, yields

$$F_D=\Big(\frac{3\varepsilon}{|\beta|}\Big)^{1/3},\qquad F_R=\Big(\frac{45\,\varepsilon}{4|\delta|}\Big)^{1/5}.$$

For $\varepsilon=10^{-6}$ eV the best fields are 0.40 V/nm for $D$ and 3.0 V/nm for $R$. The least worst-case errors are $3.7\times10^{-6}$ and $6.2\times10^{-7}$ e nm, a gain of six.

The gain requires the larger field. At $F_D$, the field error $|\beta|F_D^2/6$ equals $\varepsilon/(2F_D)$, so $B_D=3\varepsilon/(2F_D)$. This is already the noise bound of $R$ at that field. In terms of these bounds, extrapolating from $F_D$ or below brings no benefit.

At 2 V/nm, noise limits $R$ to a worst-case error of about $7.7\times10^{-7}$ e nm, far above its field error of $2.4\times10^{-8}$. The corresponding figure for $D$ is $3.1\times10^{-5}$. The practical improvement is thus about 40, not 1290.

A basis-set error that varies smoothly with $F$ is not noise. It belongs to the approximate function $E(F)$, and extrapolation returns the dipole of that approximation.

## A procedure for choosing $F$

1. Converge the energies tightly, and keep geometry, orientation, basis and integration grid the same at every field.
2. Start near 2 V/nm, about 0.004 atomic units, for a small molecule with a gap of several eV. Start lower for a long molecule or one with a small gap.
3. Compute energies at $\pm F$ and $\pm2F$, then form $D(F)$, $D(2F)$ and $R(F)$.
4. Add energies at $\pm F/2$. These give $D(F/2)$ and, with the values at $\pm F$, also $R(F/2)$.
5. Examine $[D(2F)-D(F)]/[D(F)-D(F/2)]$. The quadratic law makes it $(\beta F^2/2)/(\beta F^2/8)=4$.
6. Compare $|D(F)-D(F/2)|$ with $3\varepsilon/F$, the most that noise alone can contribute to it. If the difference is not well above this bound, noise can distort the ratio, or bring it near 4 by chance: tighten convergence or raise $F$, unless the difference and the bound are both below the accuracy needed, in which case $D(F)$ already suffices. If it is well above the bound and the ratio is near 4, accept $R(F)$ and take the larger of $|R(F)-R(F/2)|$ and $3\varepsilon/(2F)$ as a guide to its error. If it is well above the bound but the ratio is far from 4, suspect higher-order terms or a change of state: lower $F$.

If $\beta$ is zero or very small, the ratio can be far from 4 even at a suitable field. This is harmless only if the values of $D$ agree to the accuracy needed; higher-order terms can still make them differ.

## Where the field becomes too strong

In the two-state model the square root vanishes at $x=\pm2it$, that is, at $F=(\Delta\pm2it)/d$. Both points have modulus $G/d=50$ V/nm. The Taylor series converges for fields below this value, and $2F$, not just $F$, must lie well inside it. Here $2F$ is 8% of the limit.

A real molecule in an unbounded static field has no true bound state, since an electron can tunnel out. A compact basis follows the smooth, nearly bound branch. For ionization energy $I$ and field $F'$, a triangular barrier ends at $z=I/(eF')$. The tunnelling exponent is

$$\int_0^{I/(eF')}\frac{2\sqrt{2m(I-eF'z)}}{\hbar}\,dz=\frac{4\sqrt{2m}\,I^{3/2}}{3\hbar eF'}.$$

With a rough $I=12$ eV and $F'=4$ V/nm, the transmission is about $10^{-31}$. The attraction of the ion lowers the barrier and raises this figure by several orders of magnitude, but it remains very small. The barrier ends 3 nm away. A basis that extends far enough beyond this point, leaving room for the electron's kinetic energy, may find a spurious lower state.

The nuclei need care too. If the molecule may turn freely, it aligns with either field, $E(F)=E(-F)$, and $D$ is zero. If only bond lengths relax, starting from the zero-field minimum, $\mu$ is unchanged: the energy is stationary in the bond length, so its relaxation does not enter the first derivative. Higher coefficients do change. With one rough anharmonic bond added to the model, the error of $D(F)$ rises from $3.07\times10^{-5}$ to $3.12\times10^{-5}$ e nm.

## What the dipole means for a moist low-k film

Moisture raises the permittivity of a porous low-k dielectric largely because water molecules can orient. Let $N$ molecules per volume rotate freely in a weak field $F$. To first order the Boltzmann weight is $1+\mu F\cos\theta/(k_BT)$. Since $\langle\cos^2\theta\rangle=1/3$, the mean dipole along the field is $\mu^2F/(3k_BT)$. The model polarizes along its own axis alone, which adds $\alpha F\langle\cos^2\theta\rangle=\alpha F/3$. Dividing the polarization by $\varepsilon_0F$,

$$\Delta k=\frac{N}{\varepsilon_0}\Big(\frac{\mu^2}{3k_BT}+\frac{\alpha}{3}\Big).$$

For $N=1$ nm⁻³ at 300 K, with $k_BT=0.02585$ eV and $\varepsilon_0=0.0553$ e/(V nm), the terms are 0.373 and 0.008, so $\Delta k=0.38$. Because $\mu$ enters squared, its relative error doubles: using $D(F)$ instead of $\mu$ changes $k$ by 0.0006.

The model dipole is close to that of an isolated water molecule, roughly 1.9 D (hydrogen-bonded water has a larger one), but its $\beta$ of 230 atomic units is much larger than that of water, which is of order ten in magnitude. The field error for water would be correspondingly smaller. Water also polarizes almost equally in all directions. Its mean polarizability of about 9 to 10 atomic units, against 12.4 along the model's single axis, would raise the small electronic term a little more than twofold. The chosen density, about 0.03 g/cm³, represents a film with considerable uptake. Free, independent rotation is an assumption that real films can break seriously. If adsorption locks the molecules rigidly in random directions, the model's $\Delta k$ falls to 0.008, though small rocking motions can add as much again or a few times more, depending on how stiffly the molecules are held. If the molecules rotate freely in the Clausius–Mossotti local field of a film with $k=2.5$, it rises to about 1.06; this tends to overstate the effect, because part of that field turns with the dipole and exerts no torque on it. Saturation at 1 MV/cm lowers $\Delta k$, defined here as polarization over $\varepsilon_0F$, by 0.14%; the slope of polarization against field, which a small-signal measurement sees, falls about three times as much. Zero-point motion of the rough bond shifts the dipole by $-0.7\%$, about nine times the error of $D(F)$, with a sign set by the assumed bond dependence of the gap. The computational field of 20 MV/cm is 2.5 times a rough film breakdown field of 8 MV/cm, but it acts on an isolated molecule in the calculation and is never applied to the film.

For this moisture estimate, then, either $D$ or $R$ is accurate enough, and how the water is held matters far more. At 2 V/nm, the field error of the model's $D$ matters when dipoles themselves are compared at the level of a tenth of a percent or finer. A smaller field also reduces it: with energy noise of $10^{-6}$ eV, $D$ at 0.40 V/nm is good to about 0.01%. Extrapolation is useful for finer comparisons, if the energy noise is low enough. In terms of the bounds, it improves on the best plain difference only for $F$ above $F_D$, by about the factor $F/F_D$ until the field error of $R$ sets in. A large gain therefore needs $F$ well above $F_D$ while $2F$ remains safe. The full set of values is in the numerical output below.

## Computed results

```
Ionic gap, coupling: 6.0, 4.0 eV
Ionic-state dipole: 0.20 e nm
Level splitting G: 10.000 eV
Base field F: 2.0 V/nm = 20 MV/cm
Convergence radius: 50.0 V/nm
Energy at +2 V/nm: -2.082622246293 eV
Energy at -2 V/nm: -1.922499389946 eV
Energy at +4 V/nm: -2.170744176751 eV
Energy at -4 V/nm: -1.849761899363 eV
Exact model dipole: 0.0400000000 e nm = 1.92128 D
alpha: 1.28000e-03 e nm^2/V
beta: 4.60800e-05 e nm^3/V^2
beta in atomic units: 230
delta: -4.42368e-08 e nm^5/V^4
D(F): 0.0400307141 e nm
D(2F): 0.0401227847 e nm
Richardson R(F): 0.0400000239 e nm = 1.92128 D
Error of D(F): 3.0714e-05 e nm
beta F^2/6: 3.0720e-05 e nm
Relative error of D(F): 0.0768 %
Error of R(F): 2.3891e-08 e nm
-delta F^4/30: 2.3593e-08 e nm
Error ratio D(F)/R(F): 1286
Error ratio F to F/2, D: 3.999; R: 16.151
Six states, error/leading term, D: 1.00008
Six states, error/leading term, R: 0.99972
Assumed energy noise: 1.0e-06 eV
Worst noise error at F, D: 5.00e-07 e nm
Worst noise error at F, R: 7.50e-07 e nm
Best field, D: 0.402 V/nm; R: 3.027 V/nm
Least total error, D: 3.73e-06 e nm
Least total error, R: 6.23e-07 e nm
Temperature: 300 K; kT: 0.02585 eV
Water density: 1.0 nm^-3; dry k: 2.5
Rise of k, orientation: 0.3733
Rise of k, electronic (rotation locked): 0.0077
Rise of k, total free rotation: 0.3810
Error in k from using D(F): 5.74e-04
Rise of k with Clausius-Mossotti field: 1.059
Saturation at 1 MV/cm: -0.143 %
Rough bond stiffness: 5000 eV/nm^2
Rough Morse exponent: 22 nm^-1
Rough bond quantum: 0.45 eV
Rough slope of gap with bond length: 30 eV/nm
Error of D(F), nuclei relaxed: 3.1236e-05 e nm
Zero-point shift of dipole: -2.646e-04 e nm
Zero-point shift, relative: -0.66 %
Rough ionization energy: 12 eV
log10 barrier transmission at 2F: -30.8
Rough film breakdown field: 8 MV/cm
F over breakdown field: 2.5
```
